# Inertial speed scale of thermocapillary flow on a melt surface

A pool of molten semiconductor has a free surface that is hotter near the heater than near the growing crystal. Surface tension is usually lower where the melt is hotter, so the cold part of the surface pulls liquid away from the hot part. The resulting surface current carries heat towards the crystal and stirs the dopant in the melt. How fast is it, when the melt is so fluid that only a thin layer under the surface is dragged along directly?

Viscosity alone cannot answer this. A given surface force fixes the velocity gradient at the surface, but the speed also depends on how deep the moving layer is. In a deep melt that depth is set by inertia and viscosity together.

## 1. The force on the surface

Let $x$ run along the surface from hot to cold, and let $z$ point down into the melt from the surface $z=0$. The velocities along these directions are $u$ and $w$. The melt has constant density $\rho$, viscosity $\eta$ and kinematic viscosity $\nu=\eta/\rho$. The flow is steady, laminar and two-dimensional, and the surface is flat.

The surface temperature $T$ falls by $\Delta T$ over a length $L$. Surface tension is taken as linear in temperature,
$$\sigma=\sigma_0-\gamma_T(T-T_0),\qquad \gamma_T>0 .$$

Consider a surface strip of length $dx$ and unit width. The difference in tension between its ends pulls it with force $(d\sigma/dx)\,dx$. The liquid below exerts the force $\eta\,(\partial u/\partial z)\,dx$, which is a drag when the speed decreases downwards. The strip has no mass, so the forces cancel:
$$-\eta\left.\frac{\partial u}{\partial z}\right|_{z=0}=\frac{d\sigma}{dx}=-\gamma_T\frac{dT}{dx}. \tag{1}$$

Since $dT/dx<0$, the right side is positive and the surface moves towards the cold end. Here $\Delta T$ means the difference actually present on the surface, including any change made by the flow.

## 2. A simple case that can be solved completely

Start with a symmetric hot spot at $x=0$ and a deep melt:
$$T=T_{\rm hot}-\Delta T\,\frac{x^2}{L^2}. $$
The surface stress is then $2\gamma_T\Delta T\,x/L^2$. Because it is proportional to $x$, try a velocity proportional to $x$ that decays with depth:
$$u=b\,x\,e^{-z/d}.$$
Incompressibility, $u_x+w_z=0$, gives $w_z=-b e^{-z/d}$. Integrating from the surface, where $w=0$, gives
$$w=-b d\left(1-e^{-z/d}\right).$$
The negative sign means that liquid rises from below to feed the accelerating surface layer.

Now insert these velocities into the inertial terms. The two contributions are
$$u u_x=b^2x\,e^{-2z/d},$$
$$w u_z=\left[-bd(1-e^{-z/d})\right]\left[-\frac{b x}{d}e^{-z/d}\right]
=b^2x\left(e^{-z/d}-e^{-2z/d}\right).$$
Their sum is $b^2x\,e^{-z/d}$. The viscous term is $\nu(u_{xx}+u_{zz})=\nu(bx/d^2)e^{-z/d}$, since $u_{xx}=0$. With no pressure gradient along $x$, the two agree if
$$b=\frac{\nu}{d^2},\qquad d=\sqrt{\frac{\nu}{b}}. \tag{2}$$

The vertical equation must permit this pressure. It reads
$$\frac{p_z}{\rho}=g+\nu w_{zz}-w w_z .$$
Here $\nu w_{zz}=\nu(b/d)e^{-z/d}=b^2d\,e^{-z/d}$ by (2), and $w w_z=b^2d\,(e^{-z/d}-e^{-2z/d})$. Hence
$$\frac{p_z}{\rho}=g+b^2d\,e^{-2z/d}.$$
The pressure depends on depth alone, as required. The viscous normal stress at the surface, $2\eta w_z=-2\eta b$, is also independent of $x$. A flat surface under uniform gas pressure is therefore consistent with the normal force balance, and the solution satisfies the full Navier–Stokes equations.

The surface force fixes the remaining constant $b$. Equation (1) gives
$$\eta\frac{b x}{d}=\frac{2\gamma_T\Delta T\,x}{L^2}.$$
Cancel $x$ and use $1/d=\sqrt{b/\nu}$:
$$b^{3/2}=\frac{2\gamma_T\Delta T\sqrt\nu}{\eta L^2}.$$
Squaring, and then using $\nu/\eta^2=1/(\rho\eta)$,
$$b^3=\frac{4(\gamma_T\Delta T)^2}{\rho\eta L^4}. $$
The surface speed at $x=L$ is $bL$, so
$$u(L,0)=4^{1/3}U,\qquad
\boxed{U=\left[\frac{(\gamma_T\Delta T)^2}{\rho\eta L}\right]^{1/3}}. \tag{3}$$

The required combination has appeared, with the factor $4^{1/3}\simeq1.587$ belonging to this temperature profile.

**Limit check.** At the hot centre the stress vanishes and so does the speed. If $\Delta T\to0$, then $b\to0$ and the flow stops, but $d=\sqrt{\nu/b}$ grows without bound. A real pool has a floor, so the solution must fail at sufficiently weak heating. Section 5 returns to that failure.

## 3. From one profile to any smooth profile

For another temperature profile the exponential may no longer be a solution, but the same balance can be made without guessing a shape. Let $\delta$ be the layer thickness and $U$ its speed, with $\delta\ll L$ and $\delta$ much less than the melt depth.

Changes along $x$ take place over $L$, and changes along $z$ over $\delta$. Incompressibility gives $w\sim U\delta/L$, so both inertial terms have size $U^2/L$. The viscous term $\nu u_{zz}$ has size $\nu U/\delta^2$, while $\nu u_{xx}$ is smaller by $(\delta/L)^2$. The vertical equation gives dynamic pressure differences across the layer of size $\rho U^2(\delta/L)^2$, which are also negligible along $x$. Still melt below supplies no other pressure gradient. At leading order,
$$u_x+w_z=0,\qquad u u_x+w u_z=\nu u_{zz}. \tag{4}$$

Liquid stays near the surface for a time of order $L/U$, during which momentum diffuses down a distance $\sqrt{\nu L/U}$. The balance of inertia and viscosity says the same thing:
$$\frac{U^2}{L}=\frac{\nu U}{\delta^2}
\quad\Longrightarrow\quad \delta=\sqrt{\frac{\nu L}{U}}. \tag{5}$$
The surface force supplies the second relation:
$$\frac{\eta U}{\delta}=\frac{\gamma_T\Delta T}{L}. \tag{6}$$
Solve (6) for $U$, insert (5), and square:
$$U^2=\left(\frac{\gamma_T\Delta T}{\eta L}\right)^2\frac{\nu L}{U}.$$
Multiplication by $U$ gives
$$U^3=\frac{(\gamma_T\Delta T)^2\nu}{\eta^2L}
=\frac{(\gamma_T\Delta T)^2}{\rho\eta L},$$
which is (3) again.

To see what remains undetermined, set
$$x=LX,\quad z=\delta Z,\quad u=U\hat u,\quad w=\frac{U\delta}{L}\hat w,$$
and write $T=T_{\rm cold}+\Delta T\,\theta(X)$. Substitution of (5) and (6) turns (4) and (1) into
$$\hat u_X+\hat w_Z=0,\qquad
\hat u\hat u_X+\hat w\hat u_Z=\hat u_{ZZ},\qquad
-\hat u_Z(X,0)=-\theta'(X).$$
No material constant is left. For an open, deep layer starting from rest at $X=0$, the surface speed is therefore $C\,U$, where $C$ depends on position and on the shape of $\theta$. The scale fixes how speed changes with the parameters, and a solution for the profile fixes $C$.

**Limit check by momentum.** Multiply incompressibility by $u$ and add it to (4), giving $(u^2)_x+(uw)_z=\nu u_{zz}$. Integrate over depth. The term $uw$ vanishes at the surface because $w=0$, and far below because $u\to0$. Thus
$$\rho\frac{d}{dx}\int_0^\infty u^2dz=-\eta u_z(x,0)=\frac{d\sigma}{dx}.$$
For a layer starting from rest, integration from $0$ to $L$ gives
$$\rho\int_0^\infty u(L,z)^2dz=\gamma_T\Delta T. \tag{7}$$
The momentum flux arriving at the cold end equals the total difference in surface tension. The scales agree, since (5) and (6) imply $\rho U^2\delta=\gamma_T\Delta T$. The solution of Section 2 also agrees. Its integral is $b^2L^2d/2$, with $bL=4^{1/3}U$ and $d=4^{-1/6}\delta$, so the numerical factor is $4^{2/3-1/6}/2=1$.

## 4. A uniform temperature gradient

Now let temperature fall linearly from a starting edge at $x=0$. The scaled stress is one everywhere. At distance $x$ the available length is $x$ and the accumulated tension difference is $\gamma_T\Delta T\,x/L$. Putting these in (3) gives a local speed proportional to $(x^2/x)^{1/3}=x^{1/3}$. By (5), the local thickness is proportional to $(x/x^{1/3})^{1/2}=x^{1/3}$.

These powers suggest a flux function $\psi$, with $\hat u=\psi_Z$ and $\hat w=-\psi_X$:
$$\psi=X^{2/3}f(s),\qquad s=ZX^{-1/3}.$$
Since $s_X=-s/(3X)$, the needed derivatives are
$$\hat u=X^{1/3}f',\qquad
\hat u_X=\tfrac13X^{-2/3}(f'-s f''),$$
$$\hat u_Z=f'',\qquad \hat u_{ZZ}=X^{-1/3}f''',$$
$$\hat w=-\tfrac13X^{-1/3}(2f-s f').$$
The inertial terms are therefore
$$\hat u\hat u_X+\hat w\hat u_Z
=\tfrac13X^{-1/3}\left(f'^2-s f'f''-2ff''+s f'f''\right).$$
The terms containing $s$ cancel. Equating the rest to $X^{-1/3}f'''$ gives
$$f'''+\tfrac23 f f''-\tfrac13 f'^2=0. \tag{8}$$
No flow through the surface means $f(0)=0$, the stress means $f''(0)=-1$, and still melt below means $f'(\infty)=0$.

Before solving (8), the momentum rule gives an estimate. In scaled form it requires $\int_0^\infty f'^2ds=1$. The trial profile $f'=Ce^{-s/C}$ has the right surface slope, and its integral is $C^3/2$. Hence $C\simeq2^{1/3}=1.26$. Numerical solution of (8) gives $C=f'(0)=1.296$, so the trial value is about 3% low.

As a separate test, equations (4) were advanced in $x$ by finite differences in physical units, using the silicon parameters of Section 6. With 150 steps, the uniform gradient gave $C=1.290$, about 0.5% below the similarity value. The quadratic profile gave 1.587, in agreement with Section 2.

The exponents were tested by doubling one quantity at a time and measuring the speed at $x=L$ under a uniform gradient. For $\gamma_T\Delta T$ the exponent was $0.667$. For density, viscosity and length it was $-0.333$ each. When $L$ was doubled, $\Delta T$ was held fixed, so the gradient was halved. At a fixed gradient, $\Delta T\propto L$ and the speed instead rises as $L^{1/3}$.

**Limit near the starting edge.** The local thickness divided by $x$ is
$$\frac{\delta(x/L)^{1/3}}{x}=\frac{\delta}{L}\left(\frac{x}{L}\right)^{-2/3}.$$
It reaches one at $x/L=(\delta/L)^{3/2}$. Closer to the edge than this, the layer is not thin compared with the distance travelled, and (4) cannot be trusted.

## 5. Adding a floor: where inertia stops controlling the speed

Consider a shallow layer of depth $H\ll L$, with a fixed floor and closed ends. Let the surface stress be $\tau=\gamma_T\Delta T/L$. If inertia is negligible, then away from the ends $\eta u_{zz}=p_x$. The conditions $-\eta u_z(0)=\tau$ and $u(H)=0$ give
$$u=\frac{\tau}{\eta}(H-z)+\frac{p_x}{2\eta}(z^2-H^2).$$
Closed ends require zero net flow:
$$0=\int_0^H u\,dz=\frac{\tau H^2}{2\eta}-\frac{p_xH^3}{3\eta}
\quad\Longrightarrow\quad p_x=\frac{3\tau}{2H}.$$
At the surface,
$$u(0)=\frac{\tau H}{\eta}-\frac{3\tau H}{4\eta}=\frac{\tau H}{4\eta}.$$
Because $\tau/\eta=U/\delta$ by (6), this is
$$u(0)=U\,\frac{H}{4\delta}. \tag{9}$$

The shallow viscous speed is linear in $\Delta T$. Inertia compared with viscosity is measured by $u(0)H^2/(\nu L)$. Since $\nu L=U\delta^2$, this ratio is $(H/\delta)^3/4$. A small ratio is enough for (9) to hold away from the ends. It is not strictly necessary when the stress is uniform, because the flow there is parallel and its inertial terms vanish. Inertia then acts only in the end regions, where the liquid turns round and the profile develops, but these regions lengthen as the ratio grows. In a slot with $L=6H$ the mid-length speed stays within about 1% of (9) at a ratio of 4, yet is about 13% below it at $H=4\delta$, where the ratio is 16 and the developing region spans the slot. The inertial law instead needs $H\gg\delta$. The two speed expressions cross at $H=4\delta$, which marks a gradual change of regime and not a sharp threshold.

For a pool whose depth is comparable with $L$, define the drive
$$A=\frac{\rho\gamma_T\Delta T L}{\eta^2}.$$
From (3), $(UL/\nu)^3=A^2$, and from (5), $\delta/L=(UL/\nu)^{-1/2}$. Thus
$$\frac{UL}{\nu}=A^{2/3},\qquad \frac{\delta}{L}=A^{-1/3}.$$
A thin layer requires large $A$.

A closed pool raises a further question: the liquid below the surface layer is not still, because it must return to the hot end. To test whether the scale survives, the full steady flow equations were solved in a square pool with a flat top and no slip at the other three sides. The surface temperature followed half a cosine,
$$T=T_{\rm cold}+\frac{\Delta T}{2}\left(1+\cos\frac{\pi x}{L}\right),$$
so the stress vanished at both top corners. The scale $U$ was not used as an input to this calculation.

From $A=1$ to $A=2$ the mean surface speed grew with exponent 1.000, as a flow without appreciable inertia should. Over the last factor of four up to $A=2.58\times10^4$, the exponent was 0.68 on the grid of the output below; a fully resolved solution gives 0.69. This is close to $2/3$, and the local exponent keeps falling towards it, to about 0.67 at four times this drive.

## 6. A small pool of molten silicon

Take rough properties of molten silicon, $\gamma_T=0.20$ mN/(m K), $\rho=2530$ kg/m³ and $\eta=0.70$ mPa s. The third figure of the density is only the input used in the program; the estimate does not depend on it. Choose a pool 5.0 mm long and deep, with a surface difference of 5.0 K. The total difference in surface tension is $2.0\times10^{-4}\times5.0=1.0\times10^{-3}$ N/m. Then
$$U^3=\frac{(1.0\times10^{-3})^2}{2530\times7.0\times10^{-4}\times5.0\times10^{-3}}
=1.13\times10^{-4}\ {\rm m^3/s^3},$$
so $U=48$ mm/s, or 4.8 cm/s. With $\nu=0.277$ mm²/s,
$$\delta=\sqrt{\frac{0.277\times5.0}{48.3}}\ {\rm mm}=0.17\ {\rm mm}.$$

The thickness scale is about 3% of the depth, and $UL/\nu\simeq870$. In an open layer the thin-layer assumption is therefore reasonable away from the edges. In a closed pool the circulating liquid also moves below that layer. For a uniform gradient, the edge estimate of Section 4 gives $5.0\times(0.0338)^{3/2}\simeq0.03$ mm.

At $x=L$ an open layer would move at 63 mm/s for the uniform gradient and 77 mm/s for the quadratic profile. The temperature difference is the same; the quadratic profile puts more of its stress near the cold end.

For the half-cosine profile, the output below gives a mean surface speed of 46.4 mm/s in an open layer and 45.5 mm/s in the closed square pool. The pool value is not grid-converged: it changed by 1.8% between the two grids used. At full resolution it rises by about 1 mm/s to 46.7 mm/s, against 46.5 mm/s for the open layer, so the apparent 2% difference is grid error. In this case closing the pool leaves the mean surface speed nearly unchanged. That result should not be carried over to a shallow or differently shaped pool without calculation.

Extending the weak-drive law to this pool would give 165 mm/s, more than three times too high within the model. Its coefficient is $0.165/(1.0\times10^{-3}/7.0\times10^{-4})=0.116$, so in units of $\nu/L$ the weak law is $0.116A$. The inertial result in the same units is $0.94A^{2/3}$ on the grid of the output and $0.97A^{2/3}$ at full resolution. They cross at $A\simeq(0.97/0.116)^3\simeq6\times10^2$. The example lies some forty times above this crossing.

For dopant of diffusivity $D$, transport by flow compared with diffusion along the surface is measured by $UL/D$. If $D<\nu$, this exceeds 870 here, and the surface current dominates diffusion along its own direction.

## 7. What the example leaves out

Buoyancy has the speed scale $\sqrt{g\beta\Delta T L}$, obtained by equating $\rho u^2$ to the pressure difference $\rho g\beta\Delta T L$. With thermal expansion $\beta=1.4\times10^{-4}$ K⁻¹ it is 5.9 mm/s, or 12% of $U$. This compares two scales and is not an error bar.

Dynamic pressure can bend the surface. It reaches about $\rho U^2$ only where the surface stream is stopped, near the cold wall, so applying that pressure along the whole surface overestimates the bending. Acting against surface tension $\sigma$, it would give curvature $\rho U^2/\sigma$, and hence a central deflection of about $\rho U^2L^2/(8\sigma)$. For $\sigma=0.73$ N/m this is 0.025 mm. It is 0.5% of the pool length and 15% of $\delta$. Since this is an overestimate, bending by the flow is a small correction here.

The larger concern is temperature. Heat carried by the surface layer, compared with conduction through the pool, has the ratio $U\delta/\alpha=0.41$ for thermal diffusivity $\alpha=20$ mm²/s. This modest number counts only the surface layer, not the circulation below it, and might suggest a mild effect. A heat calculation using the computed pool flow shows more: with fixed end temperatures and an insulated surface and floor, the local surface gradient ranges from roughly half to roughly three times its mean. Pure conduction would make it uniform. The flow was not recalculated with this new profile, so the half-cosine example is not thermally self-consistent. The scale still applies to a given smooth profile in the thin-layer regime, but $C$ must be found for that profile.

Real silicon growth departs from this pool in other ways. A floating zone has curved surfaces and moving solid boundaries, and 5 K is a modest difference; tens of kelvin are plausible in larger zones. At fixed $L$ and properties, 50 K would raise $U$ by $10^{2/3}$, to about 220 mm/s. The stability of the steady two-dimensional flow was not tested. With $UL/\nu\simeq870$, rolls that vary across the width may appear even in the 5 K pool, if it is wide in the third direction. The flow computed here would then be a steady solution that need not be the one observed, and the effect on the speed has not been calculated. Oxygen on the surface can change $\gamma_T$: halving it, with all else fixed, multiplies $U$ by $2^{-2/3}=0.63$. Surface tension gradients caused by dopant itself are also absent. The 48 mm/s is therefore a scale for the stated pool, not a prediction for a particular furnace. The full set of values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough molten-silicon values; chosen pool)
gamma_T = 0.20 mN/(m K)
surface temperature difference = 5.0 K
density = 2530 kg/m3
viscosity = 0.70 mPa s
length and pool depth = 5.0 mm
surface tension = 0.73 N/m
thermal diffusivity = 20.0 mm2/s
thermal expansion = 1.40e-04 1/K
SCALES
kinematic viscosity = 0.2767 mm2/s
mean surface stress = 0.200 Pa
speed scale U = 48.34 mm/s = 4.834 cm/s
layer thickness delta = 0.1692 mm
delta/L = 0.0338 (no unit)
drive A = 2.5816e+04 (no unit)
Reynolds number U L/nu = 873.5 (no unit)
OPEN DEEP LAYER
C, quadratic temperature, exact = 1.5874 (no unit)
C, quadratic temperature, march = 1.5870 (no unit)
speed at x=L, quadratic = 76.73 mm/s
decay depth, exact = 0.1343 mm
flux/surface speed, march = 0.1343 mm
C, uniform gradient, similarity = 1.2962 (no unit)
C, uniform gradient, march = 1.2903 (no unit)
speed at x=L, uniform gradient = 62.65 mm/s
integral of f'^2 = 1.00000 (no unit)
measured exponent of gamma_T Delta_T = 0.6666 (no unit)
measured exponent of density = -0.3334 (no unit)
measured exponent of viscosity = -0.3333 (no unit)
measured exponent of length = -0.3333 (no unit)
HALF-COSINE TEMPERATURE: OPEN LAYER AND CLOSED POOL
mean surface speed, open layer = 46.41 mm/s
mean surface speed, closed pool = 45.54 mm/s
closed-pool mean speed/U = 0.9422 (no unit)
closed/open mean speed = 0.9813 (no unit)
weak-drive exponent, A=1 to 2 = 0.99999 (no unit)
strong-drive exponent, A/4 to A = 0.6819 (no unit)
weak-drive law extrapolated = 165.3 mm/s
change between two pool grids = 1.78 %
NEGLECTED EFFECTS
buoyant speed scale = 5.86 mm/s
buoyant speed/U = 0.121 (no unit)
surface bending estimate = 0.0253 mm
heat-carrying ratio U delta/alpha = 0.409 (no unit)
smallest surface gradient/mean = 0.589 (no unit)
largest surface gradient/mean = 2.864 (no unit)
```
